# Angular Momentum and Eccentricity of a Kepler Orbit in a Weak Field

Take a classical hydrogen orbit with semi-major axis 52.918 Å and eccentricity 0.6, and apply a uniform field of $10^{-5}$ eV/Å per unit charge. Numerical integration of the equations of motion over 52 ps, about 343 revolutions, shows the angular momentum, averaged over each revolution, ranging between 4.18 and 9.59 $\hbar$ and the eccentricity between about 0.29 and 0.91. Over the same time the semi-major axis, averaged in the same way, drifts by less than 0.01 Å. The field reshapes the orbit almost completely and leaves its size alone. The theorem below explains why, and gives the rate.

## Setting and statement

The nucleus is fixed, and the motion is classical and nonrelativistic. The algebra uses atomic units. The field points along $+z$, and the electron, of charge $-1$, feels the force $-F\hat{\mathbf z}$:

$$H=\frac{p^2}{2}-\frac1r+Fz,\qquad \dot{\mathbf r}=\mathbf p,\qquad \dot{\mathbf p}=-\frac{\mathbf r}{r^3}-F\hat{\mathbf z}.$$

At each instant, position and momentum define the Kepler ellipse that the electron would follow if the field were switched off. It is described by

$$E=\frac{p^2}{2}-\frac1r=-\frac1{2n^2},\quad \mathbf L=\mathbf r\times\mathbf p,\quad \mathbf A=\mathbf p\times\mathbf L-\frac{\mathbf r}{r},\quad \mathbf K=n\mathbf A .$$

Here $n$ is a continuous classical action, equal to the principal quantum number when that label is used. The subscript $\perp$ marks the part of a vector perpendicular to the field, and the subscript 0 an initial value.

**Theorem.** Let $f=n^4F\ll1$ and $L_z\neq0$. To leading order in $f$, over times of order $1/(nF)$, the orbit-averaged motion has these properties:

1. The semi-major axis $a=n^2$, $L_z$ and $K_z$ are constant.
2. With the angular frequency $\omega=\tfrac32nF$,

$$\mathbf L_\perp(t)=\mathbf L_{\perp0}\cos\omega t-\hat{\mathbf z}\times\mathbf K_0\sin\omega t,$$
$$\mathbf K_\perp(t)=\mathbf K_{\perp0}\cos\omega t-\hat{\mathbf z}\times\mathbf L_0\sin\omega t .$$

3. $L^2$ and $e^2$ are each a constant plus a harmonic term of frequency $2\omega$, whose amplitude may vanish.

The quantities that oscillate at $3nF/2$ are thus components of the angular momentum and of the eccentricity vector $\mathbf A=\mathbf K/n$. The squared magnitudes repeat twice as often. The condition $L_z\neq0$ excludes collisions: the torque of the field has no $z$ component, so $L\ge|L_z|>0$ at all times and the perihelion distance $L^2/(1+e)$ never vanishes.

## Lemma 1: the ellipse without the field

**Lemma.** For $F=0$, $\mathbf A$ is constant, has length $e$ and points to perihelion. Moreover $a=n^2$, $\mathbf L\cdot\mathbf K=0$ and $L^2+K^2=n^2$.

*Proof.* $\mathbf L$ is constant because the force is central. Differentiating the unit vector gives

$$\frac{d}{dt}\frac{\mathbf r}{r}=\frac{r^2\mathbf p-\mathbf r(\mathbf r\cdot\mathbf p)}{r^3}=-\frac{\mathbf r\times(\mathbf r\times\mathbf p)}{r^3}=-\frac{\mathbf r\times\mathbf L}{r^3}.$$

This equals $\dot{\mathbf p}\times\mathbf L$, so $\dot{\mathbf A}=0$. Both terms of $\mathbf A$ are perpendicular to $\mathbf L$, hence $\mathbf L\cdot\mathbf K=0$. Since $\mathbf r\cdot(\mathbf p\times\mathbf L)=L^2$, we have $\mathbf r\cdot\mathbf A=L^2-r$. If $\theta$ is the angle between $\mathbf r$ and $\mathbf A$, this reads

$$r=\frac{L^2}{1+|\mathbf A|\cos\theta},$$

an ellipse with $e=|\mathbf A|$, perihelion along $\mathbf A$ and $a=L^2/(1-e^2)$. Squaring $\mathbf A$, with $|\mathbf p\times\mathbf L|^2=p^2L^2$, gives

$$e^2=p^2L^2-\frac{2L^2}{r}+1=1+2EL^2=1-\frac{L^2}{n^2}.$$

Therefore $a=n^2$ and $K^2=n^2e^2=n^2-L^2$. $\square$

## Lemma 2: averages over one revolution

Angle brackets denote a time average over one unperturbed revolution.

**Lemma.**
$$\langle\mathbf r\rangle=-\tfrac32\,n\mathbf K,\qquad \langle r_ip_j\rangle=\tfrac12\sum_k\epsilon_{ijk}L_k,\qquad \langle\mathbf p\rangle=0 .$$

*Proof.* Put the $x'$ axis along $\mathbf A$ and the $y'$ axis in the orbit plane. With the eccentric anomaly $u$,

$$x'=a(\cos u-e),\qquad y'=a\sqrt{1-e^2}\,\sin u,\qquad r=a(1-e\cos u).$$

To relate $u$ to time, insert these in $L=x'\dot y'-y'\dot x'$:

$$L=a^2\sqrt{1-e^2}\,\big[(\cos u-e)\cos u+\sin^2u\big]\dot u=a^2\sqrt{1-e^2}\,(1-e\cos u)\,\dot u .$$

Since $L=n\sqrt{1-e^2}$ and $a^2=n^4$, this gives $dt=n^3(1-e\cos u)\,du$, and the period is $2\pi n^3$. Hence

$$\langle x'\rangle=\frac{a}{2\pi}\int_0^{2\pi}(\cos u-e)(1-e\cos u)\,du=a\left(-e-\frac e2\right)=-\frac32ae .$$

The terms linear in $\cos u$ vanish, and $\cos^2u$ averages to $\tfrac12$. The integrand for $y'$ is odd in $u$, so $\langle y'\rangle=0$. Thus $\langle\mathbf r\rangle=-\tfrac32a\mathbf A=-\tfrac32n\mathbf K$.

For the second average, $r_ip_j+r_jp_i=d(r_ir_j)/dt$ is the derivative of a periodic function and averages to zero. What remains is half the antisymmetric part, $r_ip_j-r_jp_i=\sum_k\epsilon_{ijk}L_k$, which is constant. Finally, $\mathbf p=\dot{\mathbf r}$ also averages to zero. $\square$

The first average has a simple meaning. The centre of the ellipse lies a distance $ae$ from the nucleus, on the side opposite to perihelion. The electron also moves more slowly on the aphelion half of the ellipse, which shifts its mean position by a further $ae/2$ in the same direction. The field pulls on this lopsided charge distribution.

## Lemma 3: slow rates of change

**Lemma.** To first order in $F$,

$$\langle\dot a\rangle=0,\qquad \langle\dot{\mathbf L}\rangle=-\omega\,\hat{\mathbf z}\times\mathbf K,\qquad \langle\dot{\mathbf K}\rangle=-\omega\,\hat{\mathbf z}\times\mathbf L .$$

*Proof.* The Kepler force changes none of these quantities, so only the force $-F\hat{\mathbf z}$ contributes.

*Size.* The power is $\dot E=-Fp_z$, and $\langle p_z\rangle=0$. From $E=-1/(2n^2)$ follows $\dot n=n^3\dot E$, so $\langle\dot n\rangle=0$ and $\langle\dot a\rangle=2n\langle\dot n\rangle=0$. A constant force does no net work around a closed orbit.

*Angular momentum.* The torque is $\dot{\mathbf L}=-F\,\mathbf r\times\hat{\mathbf z}$. Its average is

$$\langle\dot{\mathbf L}\rangle=\tfrac32nF\,\mathbf K\times\hat{\mathbf z}=-\omega\,\hat{\mathbf z}\times\mathbf K .$$

*Eccentricity vector.* In $\mathbf p\times\mathbf L$ the field changes both factors:

$$\dot{\mathbf A}=-F\hat{\mathbf z}\times\mathbf L-F\,\mathbf p\times(\mathbf r\times\hat{\mathbf z})=-F\hat{\mathbf z}\times\mathbf L-F\big[\mathbf r\,p_z-\hat{\mathbf z}\,(\mathbf p\cdot\mathbf r)\big].$$

By Lemma 2, $\langle\mathbf p\cdot\mathbf r\rangle=0$. Also $\langle r_ip_z\rangle=\tfrac12\sum_k\epsilon_{izk}L_k$, which is component $i$ of $\tfrac12\hat{\mathbf z}\times\mathbf L$. The two contributions add to

$$\langle\dot{\mathbf A}\rangle=-\left(1+\tfrac12\right)F\,\hat{\mathbf z}\times\mathbf L=-\tfrac32F\,\hat{\mathbf z}\times\mathbf L .$$

Now $\dot{\mathbf K}=n\dot{\mathbf A}+\dot n\mathbf A$. In the last term $\mathbf A$ is constant along the unperturbed orbit and $\langle\dot n\rangle=0$, so that term drops out. Multiplying by $n$ gives the claim. $\square$

## Proof of the theorem

**Why averaging is allowed.** Since $K\le n$, the mean change of $\mathbf L$ in one revolution is at most $2\pi n^3\,\omega n=3\pi fn$, a fraction of order $f$ of its natural scale $n$; the same holds for $\mathbf K$. Evaluating the rates on the unperturbed ellipse therefore causes an error of order $f^2$ per revolution. A Stark period $2\pi/\omega$ contains

$$\frac{2\pi/\omega}{2\pi n^3}=\frac{2}{3f}$$

revolutions, so the accumulated error is of order $f$. To leading order, $\mathbf L$ and $\mathbf K$ obey

$$\dot{\mathbf L}=-\omega\,\hat{\mathbf z}\times\mathbf K,\qquad \dot{\mathbf K}=-\omega\,\hat{\mathbf z}\times\mathbf L,\qquad n=\text{const}.$$

**Solution.** The right-hand sides have no $z$ component, so $L_z$ and $K_z$ are constant. Differentiating the first equation and inserting the second gives

$$\ddot{\mathbf L}=-\omega\,\hat{\mathbf z}\times\dot{\mathbf K}=\omega^2\,\hat{\mathbf z}\times(\hat{\mathbf z}\times\mathbf L)=-\omega^2\mathbf L_\perp .$$

This is a harmonic oscillator for $\mathbf L_\perp$, with initial value $\mathbf L_{\perp0}$ and initial velocity $-\omega\,\hat{\mathbf z}\times\mathbf K_0$. Its solution is the stated one. The equations are unchanged when $\mathbf L$ and $\mathbf K$ are exchanged, which gives $\mathbf K_\perp$.

The solution continues to describe an ellipse with the same $n$, because

$$\frac{d}{dt}(L^2+K^2)=-2\omega\big[\mathbf L\cdot(\hat{\mathbf z}\times\mathbf K)+\mathbf K\cdot(\hat{\mathbf z}\times\mathbf L)\big]=0,$$

the two triple products being opposite. Likewise $d(\mathbf L\cdot\mathbf K)/dt=0$, since each of its terms contains a repeated vector.

**Magnitudes.** Squaring $\mathbf L_\perp(t)$ and using $|\hat{\mathbf z}\times\mathbf K_0|=K_{\perp0}$,

$$L_\perp^2=L_{\perp0}^2\cos^2\omega t+K_{\perp0}^2\sin^2\omega t-2S\sin\omega t\cos\omega t,\qquad S=\mathbf L_{\perp0}\cdot(\hat{\mathbf z}\times\mathbf K_0).$$

The double-angle formulas turn this into

$$L^2=L_z^2+P+Q\cos2\omega t-S\sin2\omega t,\qquad P=\frac{L_{\perp0}^2+K_{\perp0}^2}2,\quad Q=\frac{L_{\perp0}^2-K_{\perp0}^2}2 .$$

The extremes of $L^2$ are $L_z^2+P\pm\sqrt{Q^2+S^2}$. Because $e^2=1-L^2/n^2$, the eccentricity is largest when $L$ is smallest. $\square$

## Remark 1: the field in the orbit plane

Let the orbit lie in the $yz$ plane, so that $\mathbf L=\ell\,\hat{\mathbf x}$ with a signed $\ell$. Then $L_z=0$, and the theorem applies as the limit of slightly tilted orbits. From $\hat{\mathbf z}\times\hat{\mathbf y}=-\hat{\mathbf x}$ and $\hat{\mathbf z}\times\hat{\mathbf x}=\hat{\mathbf y}$,

$$\ell=\ell_0\cos\omega t+K_{y0}\sin\omega t,\qquad K_y=K_{y0}\cos\omega t-\ell_0\sin\omega t .$$

If also $K_z=0$, then $\ell_0^2+K_{y0}^2=n^2$. Writing $\ell_0=n\cos\varphi$ and $K_{y0}=n\sin\varphi$ gives

$$\ell=n\cos(\omega t-\varphi),\qquad \frac{K_y}{n}=-\sin(\omega t-\varphi).$$

Here the angular momentum and a signed eccentricity are themselves harmonic at $3nF/2$. An initially circular orbit ($\varphi=0$) narrows to a line after a quarter period and then opens again with the opposite sense of revolution. A numerically integrated orbit with $n=14$, initial eccentricity 0.6 and $\mathbf L$ tilted 85° from the field also reverses its sense of revolution: after half a Stark period $\mathbf L$ had turned by 170.2°. The theorem gives $2\times85°=170°$, since $\mathbf L_\perp$ changes sign and $L_z$ does not.

## Remark 2: orbits of constant shape

The magnitudes stay constant when $Q=S=0$. This requires $L_{\perp0}=K_{\perp0}$ and $\mathbf K_{\perp0}$ parallel or antiparallel to $\mathbf L_{\perp0}$. With $\mathbf K_{\perp0}=\sigma\mathbf L_{\perp0}$ and $\sigma=\pm1$,

$$\mathbf L_\perp=\mathbf L_{\perp0}\cos\omega t-\sigma\,\hat{\mathbf z}\times\mathbf L_{\perp0}\sin\omega t ,$$

a steady rotation about the field at rate $\omega$. The ellipse precesses without changing shape. If both perpendicular parts vanish and $\mathbf K=0$, the orbit is a circle in the plane normal to the field, and it has no slow motion at this order.

## Remark 3: in what sense the size is fixed

The conserved energy is $E+Fz$, with $E=-1/(2a)$. If the electron starts at height $z_0$, then

$$\delta E=-F(z-z_0),\qquad \frac{\delta a}{a}\approx2a\,\delta E=-2aF(z-z_0).$$

So $a$ wobbles within each revolution by a relative amount of order $a^2F=f$. Averaging the conserved energy over a revolution gives

$$\langle E\rangle=\text{const}-F\langle z\rangle=\text{const}+\tfrac32nFK_z .$$

Since $K_z$ is constant to leading order, the averaged $a$ can drift only at relative order $f^2$ over a Stark period.

## The example in numbers

The orbit of the opening has $n=10$ and $e=0.6$. Its $\mathbf L$ lies in the $xz$ plane, 60° from the field. The node line, where the orbit plane meets the $xy$ plane, is the $y$ axis, and perihelion lies 30° past it. The electron starts at perihelion. In atomic units

$$F=\frac{10^{-5}\times0.529177}{27.2114}=1.945\times10^{-7},\qquad f=10^4F=1.945\times10^{-3}.$$

The Stark frequency, as an energy, is

$$\hbar\omega=\tfrac32\times10\times10^{-5}\times0.529177\ \text{eV}=7.938\times10^{-5}\ \text{eV},$$

a period of 52.10 ps. The Kepler frequency corresponds to 0.027211 eV, and the ratio of the two is the 343 revolutions mentioned above.

Initially $L=10\sqrt{1-0.36}=8$ and $K=6$. In units of $\hbar$,

$$\mathbf L_0=(6.928,\,0,\,4),\qquad \mathbf K_0=(-1.5,\,5.196,\,2.598).$$

Hence $L_{\perp0}^2=48$ and $K_{\perp0}^2=29.25$, so $P=38.625$ and $Q=9.375$. With $\hat{\mathbf z}\times\mathbf K_0=(-5.196,-1.5,0)$, $S=-36$. The extremes are

$$L^2=16+38.625\pm\sqrt{9.375^2+36^2}=54.625\pm37.20,$$

or $L=4.17$ and $9.58\ \hbar$. The eccentricity runs from 0.286 to 0.909, and the perihelion distance $a(1-e)$ from 37.8 Å down to 4.8 Å.

For comparison, the full equations of motion were integrated with an adaptive eighth-order Runge–Kutta method, and the results averaged over time within each revolution. The last column is the averaged $K$ divided by the initial $n=10$; it exceeds the eccentricity of the integrated orbit by about 0.1% of its value, because the mean $n$ is larger than the initial one by that fraction, as shown below. With $T=2\pi/\omega$:

| $t/T$ | $L_x/\hbar$, theorem | $L_x/\hbar$, integrated | $e$, theorem | $K/10$, integrated |
|---|---|---|---|---|
| 0.124 | 8.577 | 8.586 | 0.305 | 0.306 |
| 0.250 | 5.189 | 5.183 | 0.740 | 0.742 |
| 0.499 | −6.882 | −6.907 | 0.605 | 0.604 |
| 0.751 | −5.162 | −5.131 | 0.742 | 0.746 |

After half a period $L_x$ has changed sign, while $e$ is back near its initial value: the component has frequency $\omega$, the magnitude $2\omega$. The largest deviation of either vector from the theorem is 0.53% of $n$. Doubling the field raises it to 1.08%, as expected for an error of first order in $f$.

A least-squares fit of a constant plus one harmonic to the integrated $L_x$, with the frequency left free, gives $1.0010\,\omega$. An excess of about this size follows from the choice of $n$, which was taken at the starting point and not as a mean over the wobble. The start is at $z_0=52.918\times0.4\times0.433=9.17$ Å, and Lemma 2 gives $\langle z\rangle=-20.62$ Å. The mean Kepler energy thus exceeds the initial one by $10^{-5}\times29.79=2.98\times10^{-4}$ eV. Since $\delta n/n=\delta E/(2|E|)$ and $|E|=0.13606$ eV, the mean $n$ is larger by a fraction 0.0011, and so is $\omega$. Other corrections of order $f$ have not been calculated here.

The semi-major axis wobbles by up to 0.279 Å, a fraction 0.0053 or $2.7f$. Its average over a revolution drifts by up to about 0.0012 Å, a fraction $2.3\times10^{-5}$, or about $6f^2$, when each revolution is counted as an advance of $2\pi n$ in $\int dt/r$, with the initial $n$. Counting from one perihelion or aphelion to the next changes this figure, but not its order $f^2$. These are the two orders found in Remark 3.

## Where the result fails

The small parameter is $f=n^4F$, the field force compared with the Coulomb force $1/a^2$ at distance $a$. At a given field it grows steeply with $n$: from $n=10$ to $n=14$ it rises here from 0.0019 to 0.0075. When $f$ is no longer small, the ellipse changes appreciably within one revolution and the averages lose their meaning. A strong enough field can also pull the electron away, which no averaged ellipse describes.

High eccentricity alone does not spoil the averaging. From $p^2=2/r-1/a$ follows $r^2p^2=2r-r^2/a\le a$, so $rp\le n$. Then $|\dot{\mathbf A}|\le F(L+rp)\le2nF$, even for a nearly straight orbit. The rate $\dot n=-n^3Fp_z$, and with it $\dot{\mathbf K}$, does become large at perihelion, up to $n^2F\sqrt{(1+e)/(1-e)}$, but only briefly: $\delta E=-F\,\Delta z$ with $|\Delta z|\le2a$ limits the change of $n$ within a revolution to a fraction of about $2f$ at any eccentricity.

The closed Kepler ellipse is essential. If another force turned the perihelion, $\mathbf A$ would not be constant without the field, and the slow equations would need an additional term. Even a steady rate of $\omega/10$ would turn the perihelion by 36° in one Stark period, which is too much to neglect.
